\section*{Transfer Length of a Wrap-Around Contact on a Semiconductor Nanowire}

\section*{Problem}

A cylindrical semiconductor wire enters a metal sleeve that touches its whole side surface. The conducting core has radius $a=10$~nm and resistivity $\rho=1\times10^{-3}$~$\Omega\,$cm. The specific contact resistivity of the side surface is $\rho_c=1\times10^{-8}$~$\Omega\,$cm$^2$: a current density $j$ through the interface requires a voltage $\rho_c j$ across it. The metal is an equipotential, and the wire ends inside the sleeve at an insulated face.

\begin{enumerate}
\item Over what length does the current pass from the core into the metal?
\item What is the resistance of a very long contact, and of one 20~nm long?
\item Is it justified to treat the potential as uniform over the cross-section?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Let $z$ run into the contact from its leading edge at $z=0$. Let $V(z)$ be the core potential relative to the metal and $I(z)$ the current in the core along $+z$. Write Ohm's law for a slice of thickness $dz$, then count the current lost through its side.
\item Eliminate $I$. The coefficient in the resulting equation is an inverse length squared.
\item At the insulated end, $I(L)=0$. Measuring distance from that end makes the solution short. The contact resistance is $V(0)/I(0)$.
\item For the third question, compare the resistance met by current flowing radially inside the core with that of the interface. Then solve Laplace's equation in the core with the interface law as boundary condition.
\end{enumerate}

\section*{Solution}

\subsection*{The transfer length}

Assume for now that $V$ depends on $z$ alone. The core has cross-section $A=\pi a^2$, so a slice has resistance $\rho\,dz/A$. Current along $+z$ lowers the potential:
\begin{equation}
\frac{dV}{dz}=-\frac{\rho}{\pi a^2}\,I .
\label{ohm}
\end{equation}
The side area of the slice is $2\pi a\,dz$, and the current density leaving through it is $V/\rho_c$. Charge conservation in the steady state gives
\begin{equation}
I(z+dz)-I(z)=-\frac{V}{\rho_c}\,2\pi a\,dz
\quad\Longrightarrow\quad
\frac{dI}{dz}=-\frac{2\pi a}{\rho_c}\,V .
\label{loss}
\end{equation}
Differentiate \eqref{ohm} and insert \eqref{loss}; the two minus signs cancel:
\begin{equation}
\frac{d^2V}{dz^2}=-\frac{\rho}{\pi a^2}\frac{dI}{dz}
=\frac{\rho}{\pi a^2}\,\frac{2\pi a}{\rho_c}\,V
=\frac{2\rho}{\rho_c a}\,V\equiv\frac{V}{L_T^2}.
\end{equation}
Hence
\begin{equation}
L_T=\sqrt{\frac{\rho_c\,a}{2\rho}} .
\label{lt}
\end{equation}
A large contact resistivity keeps the current in the core for longer; a large core resistivity drives it out sooner. The factor 2 is geometric. For a general uniform cross-section of area $A$ and contacted perimeter $P$, the same two balances give $L_T^2=\rho_cA/(\rho P)$. A film of thickness $t$ contacted on one face has $A/P=t$, whereas the wire has $A/P=\pi a^2/(2\pi a)=a/2$. Putting $a$ in place of the film thickness would give 31.6~nm, too long by $\sqrt2$.

With lengths in centimetres, $a=1\times10^{-6}$~cm and
\begin{equation}
L_T^2=\frac{(10^{-8})(10^{-6})}{2\times10^{-3}}\ \mathrm{cm^2}
=5\times10^{-12}\ \mathrm{cm^2},
\qquad
L_T=2.236\times10^{-6}\ \mathrm{cm}=22.4\ \mathrm{nm}.
\end{equation}

\subsection*{The contact resistance}

Let $s=(L-z)/L_T$ be the scaled distance from the end. The general solution is $V=C\cosh s+D\sinh s$. Since $ds/dz=-1/L_T$, equation \eqref{ohm} gives
\begin{equation}
I=-\frac{A}{\rho}\frac{dV}{dz}
=\frac{A}{\rho L_T}\left(C\sinh s+D\cosh s\right).
\label{current}
\end{equation}
At the insulated end $s=0$ and $I=0$, so $D=0$. At the entry $s=L/L_T$, and therefore
\begin{equation}
R_c=\frac{V(0)}{I(0)}=\frac{\rho L_T}{\pi a^2}\,\coth\frac{L}{L_T}.
\label{rc}
\end{equation}

For $L\gg L_T$ the hyperbolic cotangent tends to 1 and
\begin{equation}
R_\infty=\frac{\rho L_T}{\pi a^2}
=\frac{(10^{-3})(2.236\times10^{-6})}{\pi\times10^{-12}}\ \Omega
\approx 712\ \Omega .
\end{equation}
This equals the resistance of a piece of bare core of length $L_T$. In this limit $I(z)=I(0)e^{-z/L_T}$, so a fraction $1-e^{-1}=0.632$ of the current leaves within the first transfer length. The transfer length is thus a decay length, not a boundary beyond which the contact is idle.

For $L\ll L_T$, use $\coth u\simeq 1/u+u/3$ with $u=L/L_T$:
\begin{equation}
R_c\simeq\frac{\rho L_T^2}{\pi a^2L}+\frac{\rho L}{3\pi a^2}
=\frac{\rho_c}{2\pi aL}+\frac{\rho L}{3\pi a^2}.
\end{equation}
The first term is the interface resistance with the whole side area used evenly. The second is the leading contribution of the core.

For $L=20$~nm, $L/L_T=0.894$ and $\coth(0.894)=1.401$, so
\begin{equation}
R_c=711.8\times1.401\ \Omega\approx 997\ \Omega .
\end{equation}
This contact has 40\% more resistance than a very long one. At 40~nm the value is 753~$\Omega$, and at 80~nm it is 713~$\Omega$. With the materials and radius held fixed, extending the contact well beyond two transfer lengths gains little.

\subsection*{Is the cross-section at one potential?}

The relevant ratio is
\begin{equation}
\beta=\frac{\rho a}{\rho_c}
=\frac{(10^{-3})(10^{-6})}{10^{-8}}=0.1 ,
\end{equation}
which compares the radial resistance of the core with that of the interface. To find its effect, drop the assumption $V=V(z)$. In a uniform conductor, steady current requires Laplace's equation. Try $V=f(r)e^{-z/\ell}$:
\begin{equation}
f''+\frac1r f'+\frac{1}{\ell^2}f=0
\quad\Longrightarrow\quad f=J_0(r/\ell),
\end{equation}
where the second solution is rejected because it diverges on the axis. At $r=a$ the outward current density in the core must equal that through the interface:
\begin{equation}
-\frac1\rho\frac{\partial V}{\partial r}=\frac{V}{\rho_c}.
\end{equation}
Write $x=a/\ell$ and use $J_0'=-J_1$. Then
\begin{equation}
x\,J_1(x)=\beta\,J_0(x).
\label{root}
\end{equation}
The smallest positive root gives the slowest decay. For small $x$, $J_1\simeq x/2-x^3/16$ and $J_0\simeq1-x^2/4$, so
\begin{equation}
\beta=\frac{xJ_1}{J_0}\simeq\frac{x^2}{2}\left(1-\frac{x^2}{8}\right)\left(1+\frac{x^2}{4}\right)
\simeq\frac{x^2}{2}\left(1+\frac{x^2}{8}\right).
\end{equation}
To leading order $x^2=2\beta$. Using this in the small correction gives $x^2\simeq2\beta(1-\beta/4)$, and
\begin{equation}
\ell=\frac ax\simeq\frac{a}{\sqrt{2\beta}}\left(1+\frac{\beta}{8}\right)
=L_T\left(1+\frac{\beta}{8}\right),
\end{equation}
because $a/\sqrt{2\beta}=\sqrt{a\rho_c/(2\rho)}=L_T$. The numerical root of \eqref{root} is $x=0.4417$, which gives $\ell=22.6$~nm. The uniform-potential result is therefore short by about 1\%.

The resistance changes for the same reason. Suppose the leakage density $j$ at the surface varies slowly with $z$. The radial current density at radius $r$ is then $jr/a$, and integrating Ohm's law inward from the surface gives
\begin{equation}
V(r)=V(a)+\frac{\rho j}{2a}(a^2-r^2).
\end{equation}
The average of $a^2-r^2$ over the disc is $a^2/2$. The mean core potential is thus $V(a)+\rho ja/4=j(\rho_c+\rho a/4)$. The radial path acts as an addition of $\rho a/4$ to $\rho_c$, here 2.5\%. A long contact has $R_c\propto\sqrt{\rho_c}$ and should rise by about half of that; one much shorter than $L_T$ but still much longer than $a$, which requires $\beta\ll1$, has $R_c\propto\rho_c$ and should rise by nearly all of it. For contacts shorter than about $a$ the leakage no longer varies slowly, and this estimate overstates the increase.

A finite-volume solution of the axisymmetric Laplace problem, with a 40~nm bare feed wire before the contact, tests this estimate. It gives 720~$\Omega$ for a 300~nm contact and about 1016~$\Omega$ for a 20~nm contact (1016.5~$\Omega$ on a 0.5~nm mesh, 1016.3~$\Omega$ when converged), increases of 1.2\% and 1.9\% over \eqref{rc}. Both values agree within 1\% with \eqref{rc} when $\rho_c$ is replaced by $\rho_c+\rho a/4$. The uniform cross-section is a good approximation here because $\beta\ll1$. At fixed $a$ and $\rho$, a tenfold smaller $\rho_c$ would make $\beta=1$. The root of \eqref{root} is then $x=1.256$, so $\ell=0.796\,a$, and the uniform-potential length $L_T=0.707\,a$ is short by 11\%.

\subsection*{The model beside a real contact}

The numbers can represent a low-barrier silicide contact wrapped around a heavily doped n-type silicon nanowire at 300~K. With a rough mobility $\mu=90$~cm$^2$/Vs, the resistivity corresponds to a carrier density
\begin{equation}
N=\frac{1}{e\mu\rho}\approx6.9\times10^{19}\ \mathrm{cm^{-3}},
\end{equation}
taken equal to the donor density. Bulk mobility fits give lower values at this resistivity, about 76~cm$^2$/Vs for phosphorus and 60~cm$^2$/Vs for arsenic, and hence $N\approx(8$--$10)\times10^{19}$~cm$^{-3}$. Quantities derived from $N$ below are therefore rough, and a higher $N$ gives a thinner depleted layer. A lower $\rho$ would lengthen $L_T$ if $\rho_c$ and $a$ stayed fixed. The assumption most at risk is that the core conducts out to the metal. Variation~2 estimates that, at fixed $\rho_c$, depletion can shorten the length from 22 to about 14--17~nm, depending on the barrier.

The other effects sized here are smaller or leave the picture usable:
\begin{itemize}
\item \emph{Sheath resistance.} Let the metal carry $I_m$ along $+z$, with line resistance $r_m$; the core has $r_s=\rho/A$. The potential difference $u$ obeys $u'=-r_sI+r_mI_m$. Current leaving the core enters the metal, so $I'=-2\pi a u/\rho_c=-I_m'$ and $u''=(r_s+r_m)(2\pi a/\rho_c)u$. The length becomes $L_T/\sqrt{1+r_m/r_s}$. For a sheath 5~nm thick with a rough resistivity of $2\times10^{-5}$~$\Omega\,$cm, $r_m/r_s=0.016$ and the length is 22.2~nm.
\item \emph{Linearity.} At 1~$\mu$A the largest interface voltage, for a long contact, is 0.71~mV. This is far below the thermal voltage of 25.9~mV. The characteristic tunnelling energy $E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon)}$ is 89~meV for $m=0.26\,m_e$ and relative permittivity 11.7. A constant $\rho_c$ is therefore reasonable at this current.
\item \emph{Small size.} The rough mean free path is 3--4~nm, below the radius but not negligible beside it, so $\rho$ should be the resistivity of the wire and not of bulk silicon. A hard-wall wire of 10~nm radius has a lowest radial confinement energy of 8.5~meV for $m=0.26\,m_e$, below the thermal energy. For the narrower core of Variation~2 the same formula gives about 22~meV, which is comparable with it. The confinement mass depends on valley and wire direction; with the transverse mass $0.19\,m_e$ the two energies are 12 and 30~meV.
\item \emph{Dopant number.} One transfer length of core contains about 490 donors on average. Independent random placement gives a relative fluctuation of $1/\sqrt{490}\approx4.5\%$ in that number.
\end{itemize}

\section*{Variation 1: the end face is contacted too}

\textbf{Question.} The metal now also covers the end of the wire, with the same $\rho_c$. What happens to the 20~nm contact?

\textbf{Solution.} The decay length along the side is unchanged, since neither balance has changed. The end condition becomes $I(L)=AV(L)/\rho_c$. At $s=0$ we have $V=C$, and \eqref{current} gives $I=AD/(\rho L_T)$. Hence
\begin{equation}
D=gC,\qquad g=\frac{\rho L_T}{\rho_c}=0.224 .
\end{equation}
Form $V(0)/I(0)$ and divide numerator and denominator by $\cosh(L/L_T)$. With $t=\tanh(L/L_T)$,
\begin{equation}
R_c=\frac{\rho L_T}{\pi a^2}\,\frac{1+gt}{g+t}.
\end{equation}
For $L=20$~nm, $t=0.714$ and the last fraction is $1.1596/0.9372=1.237$. The resistance is 881~$\Omega$ instead of 997~$\Omega$, a reduction of 12\%. For a 10~nm contact it falls from 1696 to 1210~$\Omega$, by 29\%; at 80~nm the change is below 0.1\%. As $L\to0$ the formula tends to $\rho_c/A$, the resistance of the end face alone. These values retain the uniform-potential approximation. In a short test structure, it matters whether the end is covered: ignoring a contacted end would make the inferred $\rho_c$ too small.

\section*{Variation 2: 10 nm is the metallurgical radius}

\textbf{Question.} The metal touches the silicon at $a=10$~nm, but a depleted layer leaves a conducting core of radius $b<a$. Let $\rho_c$ be quoted per unit metallurgical area, and keep $\rho$ and $\rho_c$ fixed. How do the length and resistance change?

\textbf{Solution.} The axial resistance now contains $\pi b^2$, while the contact area still contains $2\pi a$:
\begin{equation}
\frac{1}{L_b^2}=\frac{\rho}{\pi b^2}\,\frac{2\pi a}{\rho_c}
\quad\Longrightarrow\quad
L_b=b\sqrt{\frac{\rho_c}{2\rho a}}=L_T\,\frac ba .
\end{equation}
The long-contact resistance is
\begin{equation}
\frac{\rho L_b}{\pi b^2}=\frac{\rho L_T}{\pi a^2}\,\frac ba\,\frac{a^2}{b^2}
=R_\infty\,\frac ab .
\end{equation}

To estimate $b$, assume that the layer $b<r<a$ contains ionized donors of density $N$ and no mobile electrons. Gauss's law per unit length, with no field inside the neutral core, reads $2\pi r\varepsilon E=eN\pi(r^2-b^2)$. The potential drop from core to surface is
\begin{equation}
\Delta\phi=\int_b^a\frac{eN}{2\varepsilon}\left(r-\frac{b^2}{r}\right)dr
=\frac{eN}{2\varepsilon}\left[\frac{a^2-b^2}{2}-b^2\ln\frac ab\right].
\end{equation}
Take a barrier of 0.60~eV as an example of strong depletion, with $\rho_c$ still held fixed. At this doping the Fermi level lies 0.045~eV above the band edge in the core, so the bands bend by $0.60+0.045=0.645$~eV. Solving $\Delta\phi=0.645$~V numerically gives $b=6.3$~nm, a depleted layer 3.7~nm thick. Then
\begin{equation}
L_b=22.36\times0.626\ \mathrm{nm}\approx14\ \mathrm{nm},
\qquad
R_\infty\,\frac ab\approx1.1\ \mathrm{k\Omega}.
\end{equation}
The length falls by 37\% although neither resistivity has changed. The result depends on the assumed barrier, on uniform doping and on a sharp depletion edge, so 14~nm is an estimate. In a real contact the barrier also controls $\rho_c$: at this doping, tunnelling through a 0.60~eV barrier would give a $\rho_c$ well above $1\times10^{-8}$~$\Omega\,$cm$^2$. A WKB tunnelling estimate matches the assumed value with a barrier of roughly 0.2--0.4~eV, depending on the tunnelling mass, the Richardson constant and image-force lowering. For these barriers the same depletion formula gives $b\approx7.0$--7.8~nm and $L_b\approx16$--17~nm. A quoted transfer length should therefore say which radius it uses and to which area $\rho_c$ refers.

\section*{Numbers as computed}
\begin{verbatim}
contact resistivity: 1.0e-08 ohm cm2
core resistivity: 1.0e-03 ohm cm
core radius: 10.0 nm
square of transfer length: 5.000e-12 cm2
transfer length L_T: 22.36 nm
wrong length if a is used as film thickness: 31.62 nm
long-contact resistance: 711.8 ohm
current share in first L_T, ladder: 0.6321
L = 10 nm: R = 1696.3 ohm; with end face 1210.4 ohm
L = 20 nm: R = 997.5 ohm; with end face 880.7 ohm
L = 40 nm: R = 752.7 ohm; with end face 737.5 ohm
L = 80 nm: R = 712.9 ohm; with end face 712.5 ohm
rho a / rho_c: 0.100
Bessel root x: 0.44168
decay length from Bessel root: 22.64 nm
decay length, finite volume: 22.64 nm
long-contact resistance, finite volume: 720.1 ohm
20 nm contact resistance, finite volume: 1016.5 ohm
rough sheath resistivity: 2.0e-05 ohm cm
sheath thickness: 5.0 nm
metal/core line-resistance ratio: 0.0160
transfer length with resistive sheath: 22.18 nm
temperature: 300 K
rough electron mobility: 90 cm2/Vs
rough barrier height: 0.60 eV
relative permittivity: 11.7
transport and tunnelling mass: 0.26 m_e
density-of-states mass: 1.08 m_e
doping density: 6.94e+19 cm^-3
Fermi level above band edge: 0.045 eV
band bending: 0.645 eV
conducting radius after depletion: 6.26 nm
depletion width: 3.74 nm
transfer length after depletion: 14.01 nm
long-contact resistance after depletion: 1136.3 ohm
example current: 1.0 microampere
interface voltage at entry: 0.712 mV
axial field at entry: 318.3 V/cm
drift velocity at entry: 2.86e+04 cm/s
thermal energy: 25.85 meV
tunnelling energy E00: 88.6 meV
rough mean free path: 3.05 nm
lowest radial confinement energy: 8.47 meV
mean dopant number within L_T: 487
relative dopant-number fluctuation: 4.5 percent
\end{verbatim}
